# Weibull Slope and the Effect of Burn-In on Low-k Dielectrics

A reliability projection for a low-k interlayer dielectric must decide whether burn-in earns a credit, changes nothing, or carries a penalty. For a single Weibull population the slope settles the sign. The size depends on the slope too, and on the stress conditions, the burn-in time and the service time. If the population is mixed, the slope of its main part can give the wrong sign.

## What happens to the survivors

Let \(S(t)\) be the probability that a fresh unit survives a time \(t\) at use conditions. For one Weibull population,

\[
S(t)=\exp\left[-\left(\frac{t}{\eta}\right)^\beta\right],\qquad \beta>0,
\]

where \(\eta\) is the scale life and \(\beta\) the slope. Suppose that burn-in ages every unit by the equivalent of a time \(b\) at use conditions, and that failed units are discarded. A survivor lasts a further time \(t\) with probability

\[
R(t|b)=\frac{S(b+t)}{S(b)}
=\exp\left[-\frac{(b+t)^\beta-b^\beta}{\eta^\beta}\right].
\]

The division by \(S(b)\) expresses the knowledge that the unit passed.

The hazard \(h=-S'/S\) is the failure rate per surviving unit. Since \(\ln R=\ln S(b+t)-\ln S(b)\), differentiation at fixed \(t\) gives

\[
\frac{\partial \ln R}{\partial b}=h(b)-h(b+t).
\]

More burn-in therefore helps if the hazard at the start of service exceeds the hazard at its end. For the Weibull law,

\[
h(u)=\frac{\beta}{\eta^\beta}u^{\beta-1},\qquad
h'(u)=\frac{\beta(\beta-1)}{\eta^\beta}u^{\beta-2}.
\]

The sign of \(h'\) is the sign of \(\beta-1\). For \(\beta<1\) the hazard falls, so \(R\) rises with \(b\) for every \(t>0\). For \(\beta=1\) the hazard is constant and \(R\) does not depend on \(b\). For \(\beta>1\) the hazard rises and \(R\) falls. These three cases exhaust the possible slopes, so a single Weibull population gains from burn-in only if its slope is below one.

The mean remaining life is \(\int_0^\infty R(t|b)\,dt\), so it follows the same order. Burn-in to \(b=\eta\), a deliberately severe case, changes it from \(2\eta\) to \(4\eta\) at slope 0.5, leaves it at \(\eta\) at slope 1, and reduces it from \(0.886\eta\) to \(0.379\eta\) at slope 2.

None of this means that burn-in repairs units. From the definition of \(R\),

\[
S(b)R(t|b)=S(b+t)<S(t).
\]

Of all the units made, fewer survive burn-in plus service than would survive the same service alone. The possible gain is for the units shipped.

## Why: selection against stored damage

A falling hazard can arise from selection. Let a population consist of groups \(i\) with hazards \(h_i\), and let \(p_i\) be the fraction of the present survivors that belongs to group \(i\). The average hazard is \(\bar h=\sum_i p_ih_i\). Group \(i\) is depleted at its own rate while the total is depleted at the rate \(\bar h\), so \(p_i'=-p_i(h_i-\bar h)\). Hence

\[
\bar h'=\sum_i p_ih_i'-\sum_i p_ih_i(h_i-\bar h)
=\langle h'\rangle-\mathrm{Var}(h).
\]

The last step uses \(\sum_i p_ih_i(h_i-\bar h)=\langle h^2\rangle-\bar h^2\). The first term is the ageing of the units. The second is the removal of weak ones, and it can only lower the hazard.

If every unit has a constant rate \(\lambda\), the ageing term vanishes. Unequal rates then give a falling hazard although no unit improves. A Weibull law of slope 1/2 can be built in exactly this way. With time in units of \(\eta\), take the density of rates

\[
g(\lambda)=\frac{e^{-1/(4\lambda)}}{2\sqrt{\pi}\,\lambda^{3/2}}.
\]

Substitute \(x=\lambda^{-1/2}\). Then \(\lambda^{-3/2}d\lambda=-2\,dx\), and the reversed limits absorb the minus sign:

\[
S(t)=\int_0^\infty g(\lambda)e^{-\lambda t}d\lambda
=\frac{1}{\sqrt\pi}\int_0^\infty e^{-x^2/4-t/x^2}dx.
\]

With \(y=x/2-\sqrt t/x\), the exponent is \(-y^2-\sqrt t\). It remains to find \(I=\int_0^\infty e^{-y^2}dx\). Replacing \(x\) by \(2\sqrt t/x\) changes \(y\) to \(-y\) and gives \(I=\int_0^\infty e^{-y^2}(2\sqrt t/x^2)\,dx\). The average of the two forms is

\[
I=\int_0^\infty e^{-y^2}\left(\frac12+\frac{\sqrt t}{x^2}\right)dx
=\int_{-\infty}^{\infty}e^{-y^2}dy=\sqrt\pi,
\]

because the bracket is \(dy/dx\). Thus \(S(t)=e^{-\sqrt t}\), as required. The mean rate of the survivors is \(h(b)=1/(2\sqrt b)\). It falls from 1.0 at \(b=0.25\) to 0.25 at \(b=4\), because units with large \(\lambda\) have left.

Selection is one possible origin of a slope below one. Units that each harden with time could produce the same \(S(t)\), so a Weibull fit alone cannot identify the mechanism.

A slope above one cannot come from a mixture of constant rates, since \(\bar h'=-\mathrm{Var}(h)\) is never positive. It needs ageing. A simple model gives each chip \(N\) independent paths of \(n\) sites. A path conducts, and the chip fails, when all its sites are defective. If a site becomes defective at rate \(k\), its probability of being defective is \(1-e^{-kt}\approx kt\) for \(kt\ll1\). A path is then complete with probability \((kt)^n\), and

\[
S(t)\approx[1-(kt)^n]^N\approx e^{-N(kt)^n}.
\]

The slope is \(n\). For \(n=1\) the first defect kills, so survivors carry no damage and have no memory. For \(n=2\) they can carry half-filled paths.

Let burn-in and service each contribute the same small exposure \(x=kt\). Among survivors, a path completed in service has one old and one new defect with probability \(2x^2\), or two new defects with probability \(x^2\). Two thirds of the fatal paths should therefore have been damaged in burn-in.

A site-by-site simulation of 20,000 chips with 400 paths each tested this. Burn-in ran at five times the site rate of service for one fifth of the time. The predicted fresh failure probability was 0.148, a cumulative hazard of \(-\ln(1-0.148)=0.160\). For \(n=2\), survivors should accumulate \((2^2-1)\times0.160=0.48\), a failure probability of 0.381. The simulation gave 0.376, with a sampling error of about 0.004, and a pre-damaged share of 0.666. The Weibull value is itself approximate: with \(1-e^{-kt}\) in place of \(kt\), the expected failure probability is 0.368 and the expected share 0.671. The simulated 0.376 lies about two sampling errors above 0.368, so its closeness to 0.381 is partly chance. For \(n=1\) the survivors failed with probability 0.150, against 0.148 predicted.

## How large the effect is

With \(r=b/t\), the cumulative hazard of survivors in service, relative to that of fresh units, is

\[
\frac{(b+t)^\beta-b^\beta}{t^\beta}=(1+r)^\beta-r^\beta.
\]

When failures are rare, \(1-e^{-H}\approx H\), so this is also the ratio of failure probabilities. For \(r\ll1\) it becomes \(1+\beta r-r^\beta\) to first order in \(r\) in the first term. At \(\beta<1\) the gain is led by \(r^\beta\), which can be sizeable for a short burn-in. At \(\beta=2\) the ratio is \(1+2r\) without approximation. In both cases the relative effect fades as service becomes long compared with \(b\).

To find \(b\), assume that stress rescales time without changing the slope or the mechanism, and that damage is retained. Equal damage then means equal \(t/\eta\), so \(b=A\,t_{\rm burn}\) with \(A=\eta_{\rm use}/\eta_{\rm burn}\). For the root-field model \(\eta\propto\exp(-\gamma\sqrt E+E_a/k_BT)\),

\[
A=\exp\left[\gamma\left(\sqrt{E_b}-\sqrt{E_u}\right)
+\frac{E_a}{k_B}\left(\frac1{T_u}-\frac1{T_b}\right)\right],
\]

where \(u\) marks use and \(b\) burn-in.

Consider an organosilicate dielectric between copper lines 20 nm apart, used at 0.9 V and 358 K and burned in for 24 h at 1.5 V and 398 K. The fields are 0.45 and 0.75 MV/cm. With \(\gamma=17\ (\mathrm{cm/MV})^{1/2}\) and \(E_a=0.5\) eV, the field factor is \(\exp[17(0.8660-0.6708)]\approx27.6\) and the thermal factor is 5.10. Their product is \(A=140.8\), so \(b=24\times140.8\approx3379\) h, or 0.386 years.

For each slope, \(\eta\) is chosen so that 1% of fresh units fail in ten years. This keeps the ten-year target fixed in the comparison, while the one-year failures differ. Failures in service, in percent, are:

| Slope | Service | Fresh | Screened |
|---|---|---|---|
| 0.5 | 1 yr | 0.317 | 0.177 |
| 0.5 | 10 yr | 1.000 | 0.823 |
| 1 | 1 yr | 0.101 | 0.101 |
| 1 | 10 yr | 1.000 | 1.000 |
| 2 | 1 yr | 0.010 | 0.018 |
| 2 | 10 yr | 1.000 | 1.077 |

For ten years \(r=0.0386\). At slope 0.5 the ratio is \(\sqrt{1.0386}-\sqrt{0.0386}\approx0.823\). At slope 2 it is \(1+2(0.0386)\approx1.077\). Relative to the fresh failures, the one-year changes at slopes 0.5 and 2 are larger because \(r\) is ten times larger.

At slope 0.5 the factory loses 0.197% of the units. Total ten-year losses are \(0.1972+0.9980\times0.8234\approx1.019\%\) of the units made, against 1.000% without burn-in. The shipped units are better, but more units are lost in all.

## Where the model meets real interconnects

The parameters are rough typical values for dense low-k wiring, not a fit to a particular process. The burn-in voltage, 1.67 times the use voltage, is on the high side for a finished circuit, whose transistors may not tolerate it. Among the changes tried within a single population, the field law matters most. A linear-field law whose \(\ln\eta\) falls with field as steeply as that of the root-field law at 4 MV/cm has \(\gamma=4.25\) cm/MV and gives \(b=438\) h. With the fresh failures still held at 1%, the screened ten-year values become 0.932% at slope 0.5 and 1.010% at slope 2. A power law \(\eta\propto E^{-17}\), matched in the same way, moves the result in the other direction. It gives \(b\approx7.2\times10^5\) h, or about 83 years, and screened values of 0.170% and 16.1%; at slope 2 about half the units would already fail in burn-in. These laws share only their slope at 4 MV/cm, and the scale life was reset each time to keep 1% fresh failures. If they are instead fitted to the same lifetime at 4 MV/cm, the fresh failures themselves move far more than burn-in moves them. At slope 2 the power law then gives about \(2\times10^{-13}\%\) fresh and \(4\times10^{-12}\%\) screened failures, while the linear law gives practically 100% in both cases. The 16.1% therefore describes a much weaker dielectric, not another extrapolation of the same test data. The size of the credit or penalty is not known until the field law is established near the fields of use and burn-in.

The acceleration formula also takes \(\gamma\) as independent of temperature. If \(\gamma\) varies as \(1/T\) and \(E_a\) was measured at 4 MV/cm, \(A\) rises by a factor of about 7 if \(\gamma=17\ (\mathrm{cm/MV})^{1/2}\) holds at 358 K, and about 12 if it holds at 398 K. Within the root-field law with constant \(\gamma\), lowering \(E_a\) by 0.1 eV gives 0.848% and 1.055%. Real lines also vary in spacing. A normal spread with a standard deviation of 1 nm between chips changes the screened-to-fresh ratio from 0.823 to 0.822 at slope 0.5, and from 1.077 to 1.081 at slope 2. At slope 1 it produces a gain of only \(5\times10^{-5}\) relative to fresh units, because narrow-spaced chips are removed preferentially.

Spacing variation can also mislead the fit of the slope, because in the root-field law it spreads the lifetimes more at high field. Suppose each chip has slope 1.2 and the spacing has a standard deviation of 2 nm. A Weibull fit between 5% and 95% failures at 4 MV/cm then gives a slope of about 0.6. Yet at use conditions, with 1% fresh failures in ten years, the 24 h burn-in raises the failures of shipped units by about 3%. A slope below one in a high-field test is therefore not enough to claim a credit. A larger spread misleads even at low field: with a standard deviation of 3 nm the same fit gives 0.89 at the use field and 0.78 at the burn-in field, yet burn-in still raises the failures of shipped units by about 2%. What matters is the slope in the early tail, where the service failures lie.

Real damage may also relax after stress, which would reduce the stored-damage penalty; that effect is not sized here.

## When burn-in helps despite slopes above one

The assumption of a single population can change the sign. Let 1% of the units be weak, with slope 1.2 and \(\eta=5000\) h, while the rest follow the slope-2 law above. Each group on its own is made worse by burn-in.

Without burn-in, practically all weak units fail within ten years, since \((87600/5000)^{1.2}\approx31\). The total is \(1+0.99\times1.000=1.99\%\). Assume that burn-in accelerates both groups equally; under the root-field or linear law, units that are weak because of narrow spacing would be accelerated more. After the 24 h burn-in, the weak share of the survivors is then 0.538%. Shipped failures are then \(0.538+0.9946\times1.077\approx1.61\%\). The main group has aged, but the removal of weak units outweighs it.

The derivative of \(\ln R\) found earlier holds for any survival function. An interior optimum therefore satisfies \(\bar h(b)=\bar h(b+t)\): the hazard at shipment equals the hazard at the end of service. For these parameters and a ten-year service, the best burn-in lasts 76.5 h and leaves 1.33% failures among shipped units. This optimum ignores the cost of factory losses and of test time. The benefit also depends on the field law. For the same 24 h burn-in, the linear law above gives 1.95% shipped failures, hardly better than no burn-in, and the power law gives 16.1%, so that burn-in does harm; both values keep the scale lives at use conditions unchanged.

## What to do

- Establish first whether the failure data contain one population or several. Fit separate slopes and shares if they do. Correct slopes from high-field tests for spacing variation before using them at lower fields.
- For one population with a slope clearly below one at the fields of use and burn-in, and in the early tail where burn-in and service failures occur, take credit for burn-in through \(R(t|b)\), and report the factory loss beside it.
- For one population with a slope near one, claim no benefit unless the uncertainty range of the slope lies wholly below one.
- For one population with a slope clearly above one, burn-in for this failure mechanism harms the shipped units. If other mechanisms require it, include its equivalent time \(b\) in the lifetime budget.
- For a mixture, compare \(R(t|b)\) with \(S(t)\) for the intended service time to see whether burn-in helps. Comparing \(\bar h(b)\) with \(\bar h(b+t)\) shows only whether slightly more burn-in would help. Repeat the calculation with more than one field law.

The numerical output below lists many of these values.

## Numbers as computed

```
Mean remaining life in units of eta, fresh and at b = eta
  slope 0.5: 2.0000, 4.0000
  slope 1.0: 1.0000, 1.0000
  slope 2.0: 0.8862, 0.3789
Selection at slope 0.5: mean rate and variance (eta = 1)
  b = 0.25: 1.0000, 2.0000
  b = 1.0: 0.5000, 0.2500
  b = 4.0: 0.2500, 0.0312
Path simulation: 20000 chips, 400 paths, speedup 5
  1 site(s): burn-in loss 0.147, later 0.150
    Weibull later 0.148, pre-damaged share 0.000
  2 site(s): burn-in loss 0.145, later 0.376
    Weibull later 0.381, pre-damaged share 0.666
Spacing 20 nm; use 0.9 V, 358 K
Burn-in 1.5 V, 398 K, 24 h
gamma 17 (cm/MV)^0.5, activation 0.5 eV
Fields: use 0.45, burn-in 0.75 MV/cm
Acceleration: field 27.62, thermal 5.10, total 140.8
Equivalent burn-in b = 3379 h = 0.386 yr
b/t: 0.3858 for 1 yr, 0.0386 for 10 yr
Slope 0.5: eta 8.672e+08 h, factory loss 0.1972 %
  1 yr: fresh 0.3173 %, screened 0.1766 %, ratio 0.5565
  10 yr: fresh 1.0000 %, screened 0.8234 %, ratio 0.8234
Slope 1.0: eta 8.716e+06 h, factory loss 0.0388 %
  1 yr: fresh 0.1005 %, screened 0.1005 %, ratio 1.0000
  10 yr: fresh 1.0000 %, screened 1.0000 %, ratio 1.0000
Slope 2.0: eta 8.738e+05 h, factory loss 0.0015 %
  1 yr: fresh 0.0100 %, screened 0.0178 %, ratio 1.7715
  10 yr: fresh 1.0000 %, screened 1.0767 %, ratio 1.0767
Linear law matched at 4 MV/cm: gamma 4.25 cm/MV
  linear field: b 438 h; 10 yr screened
    slope 0.5: 0.9321 %, slope 2: 1.0099 %
  activation -0.1 eV: b 2440 h; 10 yr screened
    slope 0.5: 0.8476 %, slope 2: 1.0554 %
Spacing deviation 1 nm: 10 yr screened/fresh ratio
  slope 0.5: 0.8221
  slope 1.0: one minus ratio = 5.11e-05
  slope 2.0: 1.0809
  largest shift, 21 to 41 nodes: 1.7e-14
Mixture: weak share 1 %, slope 1.2, eta 5000 h; main slope 2
  10 yr: fresh 1.990 %, screened 1.609 %
  weak share after burn-in: 0.538 %
  best burn-in 76.5 h: 10 yr failures 1.325 %
```
